# Longitudinal and Transverse Diffusion Under Constant-Rate Thermal Resetting

## 1. Carriers that restart from rest

Consider carriers that accelerate along \(z\) at a constant rate \(a\). Now and then a collision stops a carrier, which then starts again from rest. There is no thermal motion, so any spreading of an initially narrow packet must come from the timing of the collisions.

Suppose first that each carrier is stopped at regular intervals \(2\tau\). In each interval it advances by \(a(2\tau)^2/2=2a\tau^2\), so its mean velocity is \(a\tau\). Different carriers may be at different phases of the cycle, but over a whole number of cycles they all advance by the same distance. The packet does not keep spreading.

Now let the collisions occur at random, with constant probability \(dt/\tau\) in each short time \(dt\). The duration \(s\) of a flight has probability density \(e^{-s/\tau}/\tau\), and repeated integration by parts gives

\[
\langle s^n\rangle=\frac1\tau\int_0^\infty s^n e^{-s/\tau}\,ds=n!\,\tau^n. \tag{1}
\]

The mean distance per flight is \(a\langle s^2\rangle/2=a\tau^2\) and the mean duration is \(\tau\), so the drift velocity is again

\[
v_d=a\tau. \tag{2}
\]

Relative to a point moving at \(v_d\), one flight displaces the carrier by \(\xi=as^2/2-v_ds\). Its mean is \(a\tau^2-v_d\tau=0\). Its variance follows from (1), with \(a=v_d/\tau\):

\[
\begin{aligned}
\langle\xi^2\rangle
&=\frac{a^2}{4}\langle s^4\rangle-av_d\langle s^3\rangle+v_d^2\langle s^2\rangle\\
&=(6-6+2)\,v_d^2\tau^2=2v_d^2\tau^2. 
\end{aligned}\tag{3}
\]

Flights are independent and end at mean rate \(1/\tau\). Since \(\langle\xi\rangle=0\), fluctuations in the number of flights add nothing to the leading growth, and the variance of position grows at the rate \(2v_d^2\tau\). The diffusivity, defined as half this long-time growth rate, is \(\tau v_d^2\). Section 3 reaches the same result without counting flights.

The two cases have the same drift velocity. Only the random one keeps spreading, because a carrier that happens to have a long flight gets ahead of one that has several short flights in the same time.

## 2. The warm lattice

Let the carriers have isotropic parabolic mass \(m\) and charge magnitude \(q\). They are classical and do not interact with one another. A steady, uniform field of magnitude \(F\) gives \(a=qF/m\), and \(z\) points along the force, which for electrons is opposite to the field. At constant rate \(1/\tau\), whatever the carrier's velocity, a collision replaces that velocity by one drawn from the Maxwellian \(M(\mathbf v)\) at lattice temperature \(T\). Each component then has zero mean and variance

\[
\sigma^2=\frac{k_BT}{m}. \tag{4}
\]

The position does not jump. With \(f(\mathbf r,\mathbf v,t)\) the distribution function and \(n=\int f\,d^3v\) the density, these rules read

\[
\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla f+a\frac{\partial f}{\partial v_z}
=-\frac{f-nM}{\tau}. \tag{5}
\]

The right-hand side integrates to \(-(n-n)/\tau=0\) over velocity, so collisions conserve the number of carriers. They do not conserve momentum or energy, which pass to the lattice.

In the steady state, look at a carrier at an arbitrary moment. The probability that it has not been reset during the last time \(s\) is \(e^{-s/\tau}\). The age \(s\) of its present flight therefore has the same exponential distribution as a complete flight, and (1) applies. If its last reset gave it the thermal component \(u\) along \(z\), then

\[
v_z=u+as, \tag{6}
\]

with \(u\) and \(s\) independent. Hence \(\langle v_z\rangle=a\tau=v_d\), and

\[
\begin{aligned}
\langle v_z^2\rangle&=\sigma^2+a^2\langle s^2\rangle=\sigma^2+2v_d^2,\\
\operatorname{Var}v_z&=\sigma^2+2v_d^2-v_d^2=\sigma^2+v_d^2.
\end{aligned}\tag{7}
\]

The transverse components keep variance \(\sigma^2\), since the force does not act on them. The mean energy is

\[
\langle E\rangle=\frac m2\left(3\sigma^2+2v_d^2\right)=\frac32k_BT+mv_d^2. \tag{8}
\]

Half of the added energy \(mv_d^2\) belongs to the drift itself and half to the extra spread of velocities. The energy balance confirms (8): the field supplies power \(qFv_d=mav_d=mv_d^2/\tau\), and resets remove the excess \(mv_d^2\) at rate \(1/\tau\).

## 3. From velocity memory to diffusion

To find how long a velocity fluctuation lasts, fix a carrier's initial velocity and let \(w(t)\) be the expected value of \(v_z\) at time \(t\). In a short time \(dt\) the carrier either continues, gaining \(a\,dt\), or is reset to a velocity of mean zero:

\[
w(t+dt)=\left(1-\frac{dt}{\tau}\right)\left(w+a\,dt\right)+\frac{dt}{\tau}\times0.
\]

To first order in \(dt\) this gives

\[
\frac{dw}{dt}=a-\frac w\tau,\qquad
w(t)=v_d+\left[v_z(0)-v_d\right]e^{-t/\tau}. \tag{9}
\]

Multiply \(w(t)-v_d\) by \(v_z(0)-v_d\) and average over the steady state. By (7), the velocity correlation is

\[
C_{zz}(t)=\left(\sigma^2+v_d^2\right)e^{-t/\tau}. \tag{10}
\]

The same argument with \(a=0\) gives \(C_{xx}(t)=\sigma^2e^{-t/\tau}\). The cross-correlation vanishes because \(v_x\) is independent of both \(u\) and \(s\) in (6).

The displacement is the time integral of velocity. Its variance is a double integral of the correlation over two times, and a separation \(r\) between those times occurs with weight \(2(t-r)\):

\[
\operatorname{Var}z(t)=2\int_0^t(t-r)\,C_{zz}(r)\,dr. \tag{11}
\]

Write \(\epsilon=e^{-t/\tau}\). The two integrals needed are

\[
\int_0^t e^{-r/\tau}dr=\tau(1-\epsilon),\qquad
\int_0^t r e^{-r/\tau}dr=\tau^2-\tau(t+\tau)\epsilon .
\]

Multiplying the first by \(t\) and subtracting the second, the terms in \(t\tau\epsilon\) cancel and leave \(\tau[t-\tau(1-\epsilon)]\). Therefore

\[
\operatorname{Var}z(t)=2\tau\left(\sigma^2+v_d^2\right)
\left[t-\tau\left(1-e^{-t/\tau}\right)\right]. \tag{12}
\]

For \(t\ll\tau\) the bracket is \(t^2/(2\tau)\), and the variance is \((\sigma^2+v_d^2)t^2\): carriers move apart at nearly fixed relative velocities. For \(t\gg\tau\) the growth is linear. Half its slope, with the corresponding result for \(x\), gives

\[
\boxed{D_L=\tau\left(\sigma^2+v_d^2\right),\qquad D_T=\tau\sigma^2.} \tag{13}
\]

The relaxation time multiplies both terms in \(D_L\). The transverse diffusivity is unchanged in the sense that it equals its zero-field value at the same \(T\), \(m\) and \(\tau\).

Equation (12) assumes that the packet starts with the steady velocity distribution. A packet released with thermal velocities has a different early history, but the first reset erases the difference. The displacement is altered by an amount of finite variance, which cannot change the slope at long times.

## 4. The equation obeyed by the density

A variance alone does not show that the density obeys a diffusion equation. To see when it does, follow each carrier back to its last reset. Carriers now at \((\mathbf r,t)\) were last reset a time \(s\) ago, at a point displaced by one partial flight. Resets occur at rate \(n/\tau\) per unit volume, so long after the start, for variation along \(z\),

\[
n(z,t)=\int_0^\infty\frac{ds}{\tau}\,e^{-s/\tau}
\left\langle n\!\left(z-us-\tfrac12as^2,\;t-s\right)\right\rangle_u. \tag{14}
\]

Insert a wave \(n\propto e^{ikz+\lambda t}\). The Gaussian average is \(\langle e^{-ikus}\rangle_u=e^{-k^2\sigma^2s^2/2}\), and (14) becomes

\[
1=\left\langle\exp\left(-\lambda s-\frac{ikas^2}{2}-\frac{k^2\sigma^2s^2}{2}\right)\right\rangle_s, \tag{15}
\]

where the average is over the exponential distribution of \(s\). Seek \(\lambda=\lambda_1k+\lambda_2k^2+\dots\) for small \(k\). The terms of first order give

\[
-\lambda_1\tau-ia\tau^2=0,\qquad \lambda_1=-iv_d .
\]

At second order there are the direct terms and half the square of the first-order exponent:

\[
-\lambda_2\tau-\sigma^2\tau^2
+\frac12\left\langle\left(-\lambda_1s-\frac{ias^2}{2}\right)^2\right\rangle=0. \tag{16}
\]

With \(\lambda_1=-iv_d\), the squared bracket is \(-(as^2/2-v_ds)^2=-\xi^2\), the quantity averaged in (3). The last term of (16) is therefore \(-v_d^2\tau^2\), and

\[
\lambda=-ikv_d-\tau\left(\sigma^2+v_d^2\right)k^2+O(k^3). \tag{17}
\]

This is the decay law of the drift-diffusion equation

\[
\frac{\partial n}{\partial t}=-v_d\frac{\partial n}{\partial z}+D_L\frac{\partial^2n}{\partial z^2}. \tag{18}
\]

It holds for density variations whose length scale is very much larger than \(\sigma\tau\) and \(v_d\tau\). The margin must be wide, because rare long flights make the higher terms in (17) large: at \(v_d=1.5\sigma\), a wave with \(k\sigma\tau=0.05\), about 126 times longer than \(\sigma\tau\), decays about 9% more slowly than (18) predicts. For a wave across the force, the phase \(kas^2/2\) is absent from (15), and the same expansion gives \(\lambda=-\tau\sigma^2k^2\), again with no effect of the field.

These results were tested at \(v_d=1.5\sigma\), where (13) predicts \(D_L/(\tau\sigma^2)=1+1.5^2=3.25\). Numerical roots of (15) gave 3.25 along the force and 1 across it. Simulated trajectories, which do not use (15), gave 3.26 and 1.00.

## 5. What the extra term means

The warm carriers can be given regular resets too. With period \(2\tau\), each interval adds the random distance \(2\tau u\), of variance \(4\tau^2\sigma^2\), and the fixed distance \(2a\tau^2\). Half the variance per unit time is \(4\tau^2\sigma^2/(4\tau)=\tau\sigma^2\) in every direction. The drift velocity and \(D_T\) are those of random resetting, but the excess \(\tau v_d^2\) is gone. In a simulation at \(v_d=1.5\sigma\) the excess was \(-0.003\,\tau\sigma^2\), zero within the test's tolerance, against \(2.25\,\tau\sigma^2\) for random resets. The excess thus comes from the randomness of the flight durations.

The mobility is \(\mu=v_d/F=q\tau/m\). Using (4) in (13),

\[
D_T=\frac{\mu k_BT}{q},\qquad
D_L=\frac{\mu}{q}\left(k_BT+mv_d^2\right),\qquad
\frac{D_L}{D_T}=1+\frac{mv_d^2}{k_BT}. \tag{19}
\]

The transverse motion obeys the Einstein relation at the lattice temperature. The longitudinal motion does not, even though \(v_d\) is proportional to \(F\) at all fields in this model. A linear velocity-field curve is therefore not enough to justify the equilibrium relation along the field.

One can write \(D_L=\mu k_BT_L/q\) with \(k_BT_L=m\operatorname{Var}v_z\). The variance must be taken about the drift. Using \(\langle v_z^2\rangle\) from (7) instead would count the drift itself as random motion and double the field term.

At weak field the relative excess is \(mv_d^2/(k_BT)\), proportional to \(F^2\), so the Einstein relation is recovered as \(F\to0\). The two diffusivities differ by a factor of two when \(v_d=\sigma\). At still higher field the model gives \(D_L\to\tau v_d^2\), the cold result of Section 1, but a constant collision rate is then hard to justify in a semiconductor.

## 6. An electron packet in gallium nitride

Take a dilute electron packet crossing \(1\ \mu\text{m}\) of compensated, semi-insulating gallium nitride, the kind of layer used as a buffer in radio-frequency transistors. Rough values are \(m=0.2\) electron masses, \(\tau=0.1\) ps, \(T=300\) K and \(F=0.01\) MV/cm, or \(10^4\) V/cm. The mobility is \(\mu=q\tau/m=879\ \text{cm}^2/\text{Vs}\), and

\[
v_d=879\times10^4=8.79\times10^6\ \text{cm/s}.
\]

The thermal spread is \(\sigma=1.508\times10^7\) cm/s, so \(\sigma^2=2.273\times10^{14}\) and \(v_d^2=0.773\times10^{14}\ \text{cm}^2/\text{s}^2\). With \(\tau=10^{-13}\) s, (13) gives

\[
\begin{aligned}
D_T&=10^{-13}\times2.273\times10^{14}=22.7\ \text{cm}^2/\text{s},\\
D_L&=10^{-13}\times(2.273+0.773)\times10^{14}=30.5\ \text{cm}^2/\text{s}.
\end{aligned}
\]

The longitudinal value is 34% above the transverse one. By (19) this is also the ratio of \(mv_d^2\) to \(k_BT=25.9\) meV, so \(mv_d^2=8.8\) meV. The mean energy (8) is \(38.8+8.8=47.6\) meV. The model would reach \(D_L=2D_T\) at \(F=\sigma/\mu=0.017\) MV/cm.

The transit takes \(10^{-4}\ \text{cm}/v_d=11.4\) ps, more than a hundred relaxation times. The bracket in (12) is then the transit time less \(\tau\), or 11.3 ps. For a packet that starts narrow with the steady velocity distribution, the root-mean-square widths at the end are

\[
\begin{aligned}
\sqrt{2\times30.5\times11.3\times10^{-12}}\ \text{cm}&\approx262\ \text{nm along the force},\\
\sqrt{2\times22.7\times11.3\times10^{-12}}\ \text{cm}&\approx226\ \text{nm across it}.
\end{aligned}
\]

The widths differ by only 16%, because they go as the square root of the diffusivity.

## 7. How far the model can be trusted here

The weakest assumption is the constant rate. An electron in gallium nitride with energy above roughly 92 meV can emit a polar optical phonon, in a time of a few tens of femtoseconds just above threshold, falling toward 10 fs at higher energy. In the constant-rate model 12% of the carriers lie above that energy, so the process cannot be ignored even at this modest field.

Its influence can be gauged by adding a reset rate of \(1/(10\ \text{fs})\) above 92 meV while keeping \(1/\tau\) at all energies. If the total rate is \(\nu(\mathbf v)\), new velocities are drawn in proportion to \(\nu M\). At zero field the loss \(\nu M\) is then balanced by an equal gain, and the Maxwellian is preserved. At the same field of 0.01 MV/cm the results are as follows:

| Quantity | Constant rate | With added rate |
|---|---:|---:|
| \(v_d\) (\(10^6\) cm/s) | 8.8 | 5.8 |
| \(D_L\) (cm²/s) | 30.5 | 14.3 |
| \(D_T\) (cm²/s) | 22.7 | 15.6 |
| \(D\) near zero field (cm²/s) | 22.7 | 18.4 |

The last column is computed on a finite velocity grid and is uncertain by about 0.1 in each entry; a finer grid moves \(D_L\) from 14.3 to 14.4 cm²/s. Part of the change is a lower diffusivity already present near zero field. The field dependence also changes: both diffusivities now fall below their near-zero-field value, and \(D_L\) is smaller than \(D_T\). That ordering depends on the strength of the added rate: at one tenth of it, \(D_L=19.1\) and \(D_T=18.6\) cm²/s, so the excess is nearly removed but not reversed. The added process is a probe of sensitivity, not a calculation for gallium nitride, because a real phonon emission removes a definite energy and does not thermalize the carrier. It does show that the 34% excess should not be taken as a prediction for this material.

Other changes, each made with the remaining inputs fixed, are smaller or concern the choice of \(\tau\). A rough band nonparabolicity of \(0.2\ \text{eV}^{-1}\) lowers \(D_L\) from 30.5 to 28.2 cm²/s, and a mass 10% larger lowers it to 27.1. At 450 K the formula gives 41.8 cm²/s if \(\tau\) is unchanged, but 18.0 if \(\tau\) is halved. Since lattice scattering generally strengthens on heating, \(\tau\) must be known at the temperature of use. The collisional energy width \(\hbar/\tau\) is a quarter of \(k_BT\), so the classical picture of sharply defined energies between collisions is only moderately good.

The packet density is taken as \(10^{13}\ \text{cm}^{-3}\), which makes degeneracy negligible. Spread uniformly over \(1\ \mu\text{m}\), its charge would change the field by 2%, for a relative permittivity of about 9. Traps at \(10^{16}\ \text{cm}^{-3}\) with an assumed capture cross-section of \(10^{-15}\ \text{cm}^2\) would capture an electron in about 4 ns, much longer than the transit. This trap density is at the low end for a buffer layer, where deliberate iron or carbon doping often exceeds it by one to three orders of magnitude. With the same cross-section, \(10^{18}\ \text{cm}^{-3}\) empty traps capture in about 40 ps and remove about a quarter of the packet during the transit. Such a layer, or one with net fixed charge, violates these conditions. The mobility used is also optimistic for strongly compensated material.

The field is about 0.3% of a rough breakdown field of 3 MV/cm, so impact ionization and tunnelling across the gap are negligible. It is also far below the peak fields near the gate edge of a biased power transistor, which can be of order 1 MV/cm. Equation (13) should not be carried into that region by inserting a larger \(F\): with constant \(\tau\) the drift velocity would grow without limit, whereas in the real material it stops rising. Nor is it enough to insert a measured \(v_d\) and a fitted \(\tau(F)\), since (9) requires the rate to be the same for every carrier, fast or slow. The numerical output below lists further intermediate values.

## Computed values

```
Test drift / thermal spread: 1.5 (ratio)
Simulated D_L / (tau sigma^2): 3.259 (ratio)
Formula D_L / (tau sigma^2): 3.25 (ratio)
Simulated D_T / (tau sigma^2): 0.9986 (ratio)
Mode-root D_L / (tau sigma^2): 3.25 (ratio)
Mode-root D_T / (tau sigma^2): 1 (ratio)
Regular-reset excess / (tau sigma^2): -0.0032 (ratio)
Effective mass: 0.2 electron masses
Relaxation time: 0.1 ps
Lattice temperature: 300 K
Field: 0.01 MV/cm
Thermal energy kB T: 25.85 meV
Thermal velocity spread sigma: 1.508e+07 cm/s
Mobility: 879.4 cm2/Vs
Drift velocity: 8.794e+06 cm/s
Thermal variance: 2.273e+14 cm2/s2
Drift velocity squared: 7.734e+13 cm2/s2
Transverse diffusivity: 22.73 cm2/s
Longitudinal diffusivity: 30.47 cm2/s
D_L / D_T: 1.34 (ratio)
Mean carrier energy: 47.57 meV
Field for D_L = 2 D_T: 0.01715 MV/cm
Transit length: 1 um
Transit time: 11.37 ps
Longitudinal rms packet width: 262.1 nm
Transverse rms packet width: 226.4 nm
Rough optical phonon energy: 92 meV
Rough emission time: 10 fs
Fraction above phonon energy: 12.2 %
Emission probe drift velocity: 5.78e+06 cm/s
Emission probe D_L: 14.3 cm2/s
Emission probe D_T: 15.6 cm2/s
Emission probe near-zero-field D: 18.4 cm2/s
Rough nonparabolicity: 0.2 1/eV
Nonparabolic D_L: 28.2 cm2/s
D_L with mass raised 10%: 27.1 cm2/s
D_L at 450 K, same tau: 41.8 cm2/s
D_L at 450 K, tau halved: 18 cm2/s
Packet density: 1e+13 cm^-3
Density / band state density: 4.5e-06 (ratio)
Collisional width / kB T: 0.25 (ratio)
Space-charge field change / field: 2 %
Dielectric relaxation time: 566 ps
Assumed trap density: 1e+16 cm^-3
Assumed capture cross-section: 1e-15 cm2
Trap capture time: 4.2e+03 ps
Rough breakdown field: 3 MV/cm
Field / breakdown field: 0.33 %
```
